# The Galitskii-Migdal formula: total energy from the one-particle spectrum, part 1

(Sections cited here and not found follow in the second part.)

A photon strikes a molecule or a solid and one electron leaves. Energy conservation gives the difference between the energy of the $N$-electron system before and the $(N-1)$-electron system after, and the intensity of each line says how strongly that final state is reached. This is one-particle information: removal energies with weights. The weights used below are resolved by orbital, as products of removal amplitudes; a measured intensity contains them only folded with the photon matrix elements. The total energy contains the Coulomb repulsion $e^2/|\mathbf r-\mathbf r'|$ of pairs, which on its face needs the two-particle density. The question is whether the removal energies and weights fix the total energy all the same.

Units are Gaussian, with $\hbar$, $m$ and $e$ kept. Energies are quoted in eV, with $1\ \text{eV}=1.602177\times10^{-12}$ erg.

## 1. One orbital, two electrons

Take one spatial orbital with $H=\epsilon(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow$. The doubly occupied state has $E=2\epsilon+U$. Removing either electron leaves energy $\epsilon$. With the removal energy defined as (energy before) minus (energy after), each electron has removal energy $\epsilon+U$.

The sum over both electrons is $2\epsilon+2U$. It equals $E$ when $U=0$, and otherwise counts the pair energy twice, because the pair is broken whichever member leaves. The one-body energy $2\epsilon$ counts the pair zero times. The mean of the two counts it once:

$$\tfrac12\big[(2\epsilon+2U)+2\epsilon\big]=2\epsilon+U=E .$$

The working guess is that $E$ is half the weighted sum of removal energy plus one-body energy. Here the state is a single determinant and all weights are 1, so the guess has not yet met correlation.

## 2. Two sites, two electrons

Let
$$H=\epsilon N-t\sum_\sigma\big(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\big)+U\sum_{s=1,2}n_{s\uparrow}n_{s\downarrow}+V_{12}\,n_1n_2 ,\qquad t>0 .$$
The orbitals $b_\sigma=(c_{1\sigma}+c_{2\sigma})/\sqrt2$ and $a_\sigma=(c_{1\sigma}-c_{2\sigma})/\sqrt2$ diagonalize the one-body part, with $h_b=\epsilon-t$ and $h_a=\epsilon+t$.

Write $|ss'\rangle=c^\dagger_{s\uparrow}c^\dagger_{s'\downarrow}|0\rangle$. Multiplying out,
$$|bb\rangle=\tfrac12\big(|11\rangle+|22\rangle+|12\rangle+|21\rangle\big),\qquad |aa\rangle=\tfrac12\big(|11\rangle+|22\rangle-|12\rangle-|21\rangle\big).$$
The interaction $V$ gives $U$ on $|11\rangle,|22\rangle$ and $V_{12}$ on $|12\rangle,|21\rangle$. Since $|11\rangle+|22\rangle=|bb\rangle+|aa\rangle$ and $|12\rangle+|21\rangle=|bb\rangle-|aa\rangle$,
$$V|bb\rangle=\tfrac12(U+V_{12})|bb\rangle+D|aa\rangle,\qquad V|aa\rangle=D|bb\rangle+\tfrac12(U+V_{12})|aa\rangle,$$
with $D=\tfrac12(U-V_{12})$. The pair of states is closed under $H$, whose matrix is
$$2\epsilon+\tfrac12(U+V_{12})+\begin{pmatrix}-2t&D\\D&2t\end{pmatrix}.$$
The traceless part has eigenvalues $\pm R$ with $R=\sqrt{D^2+4t^2}$, so
$$E_0=2\epsilon+\tfrac12(U+V_{12})-R .$$
The other four two-electron states have one electron in $b$ and one in $a$, with one-body energy $2\epsilon$. They are $|11\rangle-|22\rangle$ with energy $2\epsilon+U$ and the three triplet states with $2\epsilon+V_{12}$. The lower of these energies is $2\epsilon+\tfrac12(U+V_{12})-|D|$, and $R>|D|$, so $E_0$ is the ground state.

For $|\Psi_0\rangle=\alpha|bb\rangle+\gamma|aa\rangle$ the first row of the eigenvalue equation reads $(R-2t)\alpha+D\gamma=0$. Using $D^2=(R-2t)(R+2t)$, this gives $\gamma^2/\alpha^2=(R-2t)/(R+2t)$, and with $\alpha^2+\gamma^2=1$ the occupations per spin are
$$n_b=\alpha^2=\tfrac12\Big(1+\frac{2t}{R}\Big),\qquad n_a=\gamma^2=\tfrac12\Big(1-\frac{2t}{R}\Big).$$

Now remove an electron. $b_\uparrow|\Psi_0\rangle=\alpha\,b^\dagger_\downarrow|0\rangle$ is an eigenstate with energy $h_b$, so the removal energy is $E_0-h_b$ with weight $n_b$. Likewise $a_\uparrow|\Psi_0\rangle=\gamma\,a^\dagger_\downarrow|0\rangle$ gives $E_0-h_a$ with weight $n_a$. The guess, summed over two spins, gives
$$\tfrac12\cdot2\,\big\{[(E_0-h_b)+h_b]\,n_b+[(E_0-h_a)+h_a]\,n_a\big\}=E_0(n_b+n_a)=E_0 .$$
It survives correlation. For $U=V_{12}=0$ one has $R=2t$, $n_a=0$, one line at $\epsilon-t$, and $E_0=2\epsilon-2t$. For $t\ll D$ one has $R\approx D+2t^2/D$, so $E_0\approx2\epsilon+V_{12}-4t^2/(U-V_{12})$, and the two lines carry weight near $\tfrac12$ each.

**Numbers.** The chosen inputs are $\epsilon=-5$ eV, $t=1$ eV, $U=4$ eV and $V_{12}=e^2/(\kappa d)$ with $\kappa=3$ and $d=2.5\times10^{-8}$ cm. With $e=4.803205\times10^{-10}$ statC,
$$V_{12}=\frac{(4.803205\times10^{-10})^2}{3\times2.5\times10^{-8}}\ \text{erg}=3.07610\times10^{-12}\ \text{erg}=1.91995\ \text{eV},$$
a third of the unscreened $e^2/d=5.75986$ eV. Then $R=\sqrt{(4-1.91995)^2/4+4}=2.25425$ eV, $2t/R=0.88721$, and
$$E_0=-10+\tfrac12(4+1.91995)-2.25425=-9.29427\ \text{eV}=-1.48911\times10^{-11}\ \text{erg}.$$
The $b$ line lies at $-9.29427+6=-3.29427$ eV with weight $0.94361$; dividing by $\hbar=1.054572\times10^{-27}$ erg s, this is $\omega=-5.00488\times10^{15}$ rad/s. The $a$ line lies at $-9.29427+4=-5.29427$ eV ($-8.04342\times10^{15}$ rad/s) with weight $0.05639$. The antibonding line lies below the bonding one although $h_a>h_b$. An $a$ electron is found only in the $|aa\rangle$ component, so its removal leaves the partner in the excited orbital, and that excitation energy is paid. The two sums are
$$I_1=2\,[0.94361(-3.29427)+0.05639(-5.29427)]=-6.8141\ \text{eV},$$
$$I_2=2\,[0.94361(-6)+0.05639(-4)]=-11.7744\ \text{eV},$$
and from the unrounded values $\tfrac12(-6.81412-11.77443)=-9.29427$ eV. Half the difference, $\tfrac12(-6.81412+11.77443)$, reproduces the directly computed $\langle V\rangle=2.48015$ eV to the rounding of the last digit. A spectrum that misses the weak line misses the fraction $0.05639$ of $E_0$.

With two electrons the remaining system is non-interacting, which made the cancellation easy. The general case needs an operator argument.

## 3. The equation of motion

Take fermions in orthonormal spin-orbitals $\phi_i(x)$, $x=(\mathbf r,\sigma)$, with $\{c_i,c_j^\dagger\}=\delta_{ij}$ and $\{c_i,c_j\}=0$. The Hamiltonian is independent of time and has one- and two-body terms only:
$$H=T+V,\qquad T=\sum_{ij}h_{ij}c_i^\dagger c_j,\qquad V=\tfrac12\sum_{ijkl}v_{ijkl}\,c_i^\dagger c_j^\dagger c_lc_k .$$
$T$ is the whole one-body energy. For electrons $h=-\hbar^2\nabla^2/2m+u(\mathbf r)$ with $u$ the external potential, and
$$v_{ijkl}=\int dx\,dx'\,\phi_i^*(x)\phi_j^*(x')\frac{e^2}{|\mathbf r-\mathbf r'|}\phi_k(x)\phi_l(x').$$
Exchanging the names $x\leftrightarrow x'$ gives $v_{ijkl}=v_{jilk}$, and Hermiticity is $v_{ijkl}=v_{klij}^*$.

With $c_i(t)=e^{iHt/\hbar}c_ie^{-iHt/\hbar}$, differentiation gives $\dot c_i=(i/\hbar)[H,c_i]$, so $i\hbar\dot c_i=[c_i,H]$. The commutators follow from $[A,BC]=\{A,B\}C-B\{A,C\}$, which is verified by expanding: $ABC+BAC-BAC-BCA$.

One-body term: $[c_i,c_p^\dagger c_q]=\delta_{ip}c_q-0$, so $[c_i,T]=\sum_jh_{ij}c_j$.

Two-body term: use $[A,XY]=[A,X]Y+X[A,Y]$ with $X=c_p^\dagger c_q^\dagger$, $Y=c_sc_r$. Here $[c_i,c_sc_r]=0$ because both anticommutators vanish, and $[c_i,c_p^\dagger c_q^\dagger]=\delta_{ip}c_q^\dagger-c_p^\dagger\delta_{iq}$. Hence
$$[c_i,V]=\tfrac12\sum_{qrs}v_{iqrs}\,c_q^\dagger c_sc_r-\tfrac12\sum_{prs}v_{pirs}\,c_p^\dagger c_sc_r .$$
In the second sum put $v_{pirs}=v_{ipsr}$ and $c_sc_r=-c_rc_s$. It becomes $+\tfrac12\sum v_{ipsr}c_p^\dagger c_rc_s$, which is the first sum with the dummy indices renamed. The two halves add:
$$i\hbar\,\dot c_i=\sum_jh_{ij}c_j+\sum_{jkl}v_{ijkl}\,c_j^\dagger c_lc_k. \tag{1}$$
The factor $\tfrac12$ has gone because $c_i$ can contract with either creation operator. Multiply (1) from the left by $c_i^\dagger$ and sum over $i$. The first term rebuilds $T$, the second rebuilds $V$ without its $\tfrac12$:
$$\sum_ic_i^\dagger[c_i,H]=T+2V. \tag{2}$$

Test on the single orbital: (1) gives $[c_\uparrow,H]=\epsilon c_\uparrow+Un_\downarrow c_\uparrow$, so each spin contributes $\epsilon n_\sigma+Un_\uparrow n_\downarrow$ and the sum is $\epsilon N+2Un_\uparrow n_\downarrow$, the $2\epsilon+2U$ found in Section 1.

The same counting holds for any rank. Let $X=AB$ with $A=c^\dagger_{p_1}\cdots c^\dagger_{p_n}$ and $B$ a product of $n$ annihilators. Moving $c_i$ through $A$ gives $c_iA=\sum_k(-1)^{k-1}\delta_{ip_k}A_{\hat k}+(-1)^nAc_i$, where $A_{\hat k}$ lacks the $k$-th factor, and $c_iB=(-1)^nBc_i$. The two signs cancel, so $[c_i,AB]=\sum_k(-1)^{k-1}\delta_{ip_k}A_{\hat k}B$. Since $(-1)^{k-1}c^\dagger_{p_k}A_{\hat k}=A$, each $k$ returns $AB$, and $\sum_ic_i^\dagger[c_i,X]=nX$. A constant counts zero times and a three-body term $W$ three times.

## 4. Ground state of any particle number

In an eigenstate $|\Psi_0\rangle$ of $H$ with $N$ particles and energy $E_0^N$, insert the complete set $|m\rangle$ of $(N-1)$-particle eigenstates:
$$\langle c_i^\dagger[c_i,H]\rangle=\langle c_i^\dagger c_iH\rangle-\langle c_i^\dagger Hc_i\rangle=\sum_m\big(E_0^N-E_m^{N-1}\big)\,|\langle m|c_i|\Psi_0\rangle|^2 .$$
The left side of (2) is therefore the weighted sum of removal energies. The same insertion gives $\langle T\rangle=\sum_{ij}h_{ji}\sum_m\langle\Psi_0|c_j^\dagger|m\rangle\langle m|c_i|\Psi_0\rangle$. Half the sum of $\langle T\rangle+2\langle V\rangle$ and $\langle T\rangle$ is $\langle H\rangle$:
$$E_0^N=\tfrac12\sum_m\sum_{ij}\Big[\big(E_0^N-E_m^{N-1}\big)\delta_{ji}+h_{ji}\Big]\langle\Psi_0|c_j^\dagger|m\rangle\langle m|c_i|\Psi_0\rangle. \tag{3}$$
For the dimer in the $b,a$ basis the cross terms meet $h_{ab}=0$, and (3) is the sum done by hand. There $I_1=\langle T\rangle+2\langle V\rangle=-11.77443+2(2.48015)=-6.8141$ eV.

The off-diagonal $h_{ji}$ cannot be dropped. The diagonal form, a sum over $i$ of (removal energy $+\,h_{ii}$) times a diagonal weight, needs $\sum_{i\ne j}h_{ji}\langle c_j^\dagger c_i\rangle=0$, which is guaranteed in a basis that diagonalizes $h$ or the density matrix $\langle c_j^\dagger c_i\rangle$, and not in general otherwise. In the site basis of the dimer $h_{ii}=\epsilon$, and that form gives $\tfrac12(-6.81412-10)=-8.40706$ eV. It misses half the hopping energy, $\tfrac12(-2t\cdot2t/R)=-0.88721$ eV.

## 5. Finite temperature

Now let $\langle X\rangle=\mathrm{Tr}\,\rho X$ with $\rho=e^{-\beta(H-\mu N)}/Z$ and $\beta=1/k_BT$. Every term of $H$ has as many creators as annihilators, so $[H,N]=0$ and there are common eigenstates $|n\rangle$ with $E_n$, $N_n$ and probability $p_n=e^{-\beta(E_n-\mu N_n)}/Z$. Time evolution is generated by $H$, not by $H-\mu N$.

Define the lesser Green's function $G^<_{ij}(t)=i\langle c_j^\dagger(0)c_i(t)\rangle$. The time derivative acts on $c_i(t)$ alone, so (2) gives
$$i\hbar\,\partial_t\,\mathrm{Tr}\,[-iG^<(t)]\Big|_{t=0}=\langle T\rangle+2\langle V\rangle,\qquad \mathrm{Tr}\,[h\,(-iG^<(0))]=\sum_{ij}h_{ji}\langle c_j^\dagger c_i\rangle=\langle T\rangle, \tag{4}$$
with the trace over orbital indices. Equation (4) used no property of $\rho$.

Define the spectral function
$$A_{ij}(\omega)=\int_{-\infty}^\infty\frac{dt}{2\pi}\,e^{i\omega t}\,\langle\{c_i(t),c_j^\dagger(0)\}\rangle .$$
Inverting at $t=0$ gives $\int d\omega\,A_{ij}=\delta_{ij}$, so $A$ has the dimension of time. A convention with $\int d\omega\,A/2\pi=1$ changes the measure below to $d\omega/2\pi$.

Insert eigenstates. With $\hbar\omega_{nm}=E_n-E_m$, $\langle m|c_i(t)|n\rangle=e^{-i\omega_{nm}t}\langle m|c_i|n\rangle$. Abbreviate $w^{mn}_{ij}=\langle m|c_i|n\rangle\langle n|c_j^\dagger|m\rangle$. In $\langle c_j^\dagger c_i(t)\rangle$ the outer state, which carries the probability, is $n$; in $\langle c_i(t)c_j^\dagger\rangle$ it is $m$:
$$\langle c_j^\dagger c_i(t)\rangle=\sum_{mn}p_n\,w^{mn}_{ij}e^{-i\omega_{nm}t},\qquad\langle c_i(t)c_j^\dagger\rangle=\sum_{mn}p_m\,w^{mn}_{ij}e^{-i\omega_{nm}t}.$$
Using $\int dt\,e^{i(\omega-\omega_{nm})t}/2\pi=\delta(\omega-\omega_{nm})$,
$$A_{ij}(\omega)=\sum_{mn}(p_m+p_n)\,w^{mn}_{ij}\,\delta(\omega-\omega_{nm}). \tag{5}$$
The factor $w^{mn}$ vanishes unless $N_n=N_m+1$. For such pairs $p_m/p_n=e^{\beta(E_n-E_m-\mu)}$, so
$$\frac{p_n}{p_m+p_n}=\frac1{1+p_m/p_n}=\frac1{e^{\beta(\hbar\omega_{nm}-\mu)}+1}=f(\hbar\omega_{nm}).$$
The ratio depends on the pair only through its frequency, so it can be taken out as a function of $\omega$:
$$-iG^<_{ij}(t)=\int d\omega\,A_{ij}(\omega)f(\hbar\omega)\,e^{-i\omega t}. \tag{6}$$
The Fermi function appears here for an interacting system. It divides the weight at each frequency into removal and addition parts, and is not the occupation of an orbital.

Put (6) into (4). The operator $i\hbar\partial_t$ brings down $i\hbar(-i\omega)=\hbar\omega$:
$$I_1\equiv\int d\omega\,\hbar\omega\,\mathrm{Tr}A\,f=\langle T\rangle+2\langle V\rangle,\qquad I_2\equiv\int d\omega\,\mathrm{Tr}(hA)\,f=\langle T\rangle .$$
Half the sum is the Galitskii-Migdal formula, and half the difference is the interaction energy:
$$E=\langle H\rangle=\tfrac12\int d\omega\,\mathrm{Tr}\big[(\hbar\omega+h)A(\omega)\big]f(\hbar\omega), \tag{7}$$
$$\langle V\rangle=\tfrac12\int d\omega\,\mathrm{Tr}\big[(\hbar\omega-h)A(\omega)\big]f(\hbar\omega).$$

*Test on the single orbital.* The probabilities are $p_0$ (empty), $p_1$ (each spin state) and $p_2$ (full). For either spin (5) has a line at $\epsilon$ with weight $p_0+p_1$ and one at $\epsilon+U$ with weight $p_1+p_2$; the weights add to 1. The Fermi factors reduce them to $p_1$ and $p_2$. Then (7) gives $\tfrac12\cdot2\,[(\epsilon+\epsilon)p_1+(\epsilon+U+\epsilon)p_2]=2p_1\epsilon+p_2(2\epsilon+U)$, the Boltzmann average.

*Test at $T\to0$.* Let $K=H-\mu N$ have a nondegenerate ground state, labelled 0. Only terms of (5) with $n=0$ or $m=0$ survive. For $n=0$, $\hbar\omega-\mu=K_0-K_m<0$ and $f\to1$; for $m=0$, $\hbar\omega-\mu=K_n-K_0>0$ and $f\to0$. The removal lines remain and (7) becomes (3). A degenerate ground level gives the equal-weight average over it.

*Test on the zero of energy.* Shift $h\to h+\delta$ and $\mu\to\mu+\delta$. Then $\rho$ is unchanged and every line moves by $\delta$. Since $\int\mathrm{Tr}A\,f\,d\omega=\langle N\rangle$, (7) changes by $\tfrac12(\delta+\delta)\langle N\rangle$, as it must. This shows that $\hbar\omega$ and $h$ must share a zero. If frequencies are measured from $\mu$, as happens when operators evolve with $K$, and $h$ is left alone, the result is $E-\tfrac12\mu\langle N\rangle$. In the random model of the numerical check, $\mu=0.7$ eV and $\langle N\rangle=3.548676$, and the mistake turns $-4.463086$ eV into $-4.463086-\tfrac12(0.7)(3.548676)=-5.705123$ eV.

For a Hamiltonian with one- and two-body terms only, the removal part of the one-particle spectrum, together with $h$, fixes the total energy, in the ground state by (3) and in grand canonical equilibrium by (7). What remains is to apply (7) to the heated dimer, rewrite it for imaginary frequencies, use it with Hartree-Fock spectra and the uniform electron gas, and state where it fails.
